# Logarithmic height fluctuations of a rough surface with isotropic stiffness

Take a nearly flat square surface of area $A$ and let a single wave run across it, $h(x)=c\cos qx$, with whole periods fitting the square. If tilting the surface costs free energy $\tfrac12S|\nabla h|^2$ per unit area, the wave costs

$$
F=\frac S2\,q^2c^2\int\sin^2(qx)\,d^2r=\frac{SAq^2c^2}{4}.
$$

This is quadratic in $c$, so in classical equilibrium its mean is $kT/2$, and $\langle c^2\rangle=2kT/(SAq^2)$. Long waves are large because they are hardly tilted. Averaged over the surface, the wave adds $\langle c^2\rangle/2=kT/(SAq^2)$ to the mean-square height. A ring of wave vectors between $q$ and $q+dq$ holds $A\,2\pi q\,dq/(2\pi)^2$ such waves, and together they add

$$
\frac{Aq\,dq}{2\pi}\,\frac{kT}{SAq^2}=\frac{kT}{2\pi S}\frac{dq}{q}.
$$

Every octave of wavelength therefore contributes the same amount. Compare now two points a distance $r$ apart. Waves much longer than $r$ lift both points together and drop out of the difference. Waves much shorter than $r$ move them almost independently, so each counts twice. Adding $(kT/\pi S)\,dq/q$ from $q\approx1/r$ up to a short-wave limit gives $(kT/\pi S)\ln r$ plus a constant. The full calculation confirms the coefficient, finds the constant and shows where the law ends.

The algebra is in atomic units: $kT$ in hartree, lengths in bohr, $S$ in hartree/bohr². No other constants enter the fluctuation formulas, so they hold in any consistent units.

The stiffness comes from the surface tension $\gamma(\theta)$, the free energy per unit of true area at tilt angle $\theta$. At slope $p=\tan\theta$, the true area exceeds the projected area by $\sqrt{1+p^2}$, so the free energy per projected area is $f(p)=\gamma(\arctan p)\sqrt{1+p^2}$. Since $d\theta/dp=1/(1+p^2)$,

$$
f'(p)=\frac{\gamma'+p\gamma}{\sqrt{1+p^2}},\qquad f''(0)=\gamma''(0)+\gamma(0)\equiv S .
$$

In the second derivative at $p=0$, the denominator contributes nothing because its slope vanishes there. The term of $f$ linear in the slope integrates to zero on a periodic surface. Isotropic stiffness means that $S$ is the same for every direction of tilt. What remains, for small slopes and apart from a constant, is

$$
F=\frac S2\int|\nabla h|^2\,d^2r .
$$

This form requires $\gamma$ to be smooth at $\theta=0$, which is the case on a rough surface. A facet has a cusp there instead. Here $S$ denotes the long-wave stiffness, with the effects of short waves already included.

Write $h(\mathbf r)=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, with $h_{-\mathbf q}=h_{\mathbf q}^*$ because $h$ is real. In $\int|\nabla h|^2$, the product of terms $\mathbf q$ and $\mathbf q'$ integrates to zero unless $\mathbf q'=-\mathbf q$, when the integral gives $A$ and the factor $(i\mathbf q)\cdot(-i\mathbf q)$ gives $q^2$. Hence

$$
F=\frac{SA}{2}\sum_{\mathbf q}q^2|h_{\mathbf q}|^2 .
$$

The terms $\mathbf q$ and $-\mathbf q$ are equal and describe the same two real variables, $h_{\mathbf q}=u+iv$. The pair costs $SAq^2(u^2+v^2)$. The Boltzmann weight $\exp(-SAq^2u^2/kT)$ is a Gaussian of variance $kT/(2SAq^2)$, and $v$ has the same variance. Therefore

$$
\langle|h_{\mathbf q}|^2\rangle=\langle u^2\rangle+\langle v^2\rangle=\frac{kT}{SAq^2},
$$

while $\langle h_{\mathbf q}^2\rangle=\langle u^2\rangle-\langle v^2\rangle=0$ and different pairs are independent. The mean-square height difference is then a sum without cross terms. With $|e^{i\mathbf q\cdot\mathbf r}-1|^2=2(1-\cos\mathbf q\cdot\mathbf r)$,

$$
G(r)\equiv\langle[h(\mathbf r)-h(0)]^2\rangle=\sum_{\mathbf q\ne0}\frac{2kT}{SAq^2}(1-\cos\mathbf q\cdot\mathbf r).
$$

The uniform mode $\mathbf q=0$ shifts both points equally and is absent. For a large surface the sum becomes $A\int d^2q/(2\pi)^2$. The average of $\cos(qr\cos\varphi)$ over directions is the Bessel function $J_0(qr)$, so the angular integral gives $2\pi(1-J_0)$. With a largest wave number $\Lambda$ and $x=qr$,

$$
G(r)=\frac{2kT}{S}\,\frac{2\pi}{4\pi^2}\int_0^\Lambda\frac{1-J_0(qr)}{q}\,dq=\frac{kT}{\pi S}\int_0^{\Lambda r}\frac{1-J_0(x)}{x}\,dx .
$$

Near $x=0$ the integrand behaves as $x/4$, so long waves cause no divergence. Splitting the integral at $x=1$ gives

$$
\int_0^X\frac{1-J_0}{x}dx=\ln X+C+\int_X^\infty\frac{J_0}{x}dx,\qquad
C=\int_0^1\frac{1-J_0}{x}dx-\int_1^\infty\frac{J_0}{x}dx .
$$

To find $C$, compare $J_0$ with $e^{-x^2}$. Euler's constant can be defined by

$$
\gamma_E=\int_0^1\frac{1-e^{-v}}{v}dv-\int_1^\infty\frac{e^{-v}}{v}dv .
$$

With $v=x^2$ and $dx/x=dv/(2v)$, the expression for $C$ with $e^{-x^2}$ in place of $J_0$ equals $\gamma_E/2$. Thus $C=\gamma_E/2+D$, where $D=\int_0^\infty(e^{-x^2}-J_0)\,dx/x$. Insert $1/x^2=\int_0^\infty e^{-tx^2}dt$ and do the $x$ integral first. The order may be exchanged because the integrand of $D$ is absolutely integrable. The Fourier transform of a plane Gaussian gives $\int_0^\infty xJ_0(x)e^{-tx^2}dx=e^{-1/4t}/(2t)$, so

$$
D=\lim_{M\to\infty}\left[\frac12\ln(M+1)-\frac12\int_{1/4M}^\infty\frac{e^{-w}}{w}dw\right],
$$

where $w=1/4t$. By the definition of $\gamma_E$, the last integral tends to $\ln(4M)-\gamma_E$. Hence $D=\gamma_E/2-\ln2$, $C=\gamma_E-\ln2$, and

$$
\boxed{G(r)\simeq\frac{kT}{\pi S}\left[\ln\frac{\Lambda r}{2}+\gamma_E\right]}\qquad(\Lambda r\gg1).
$$

The omitted integral follows from $J_0\simeq\sqrt{2/\pi x}\,\cos(x-\pi/4)$. One integration by parts shows that it oscillates with amplitude $\sqrt{2/\pi}\,(\Lambda r)^{-3/2}$.

The constant depends on how short waves are cut off. With one mode per cell of area $a^2$, the disc of wave vectors obeys $\pi\Lambda^2/(2\pi)^2=1/a^2$, so $\Lambda=\sqrt{4\pi}/a$. A square lattice with energy $\tfrac S2(\Delta h)^2$ for each pair of neighbours replaces $q^2a^2$ by $4-2\cos k_x-2\cos k_y$. For the separation $(n,n)$ along the diagonal, set $\alpha=(k_x+k_y)/2$ and $\beta=(k_x-k_y)/2$. The denominator becomes $4(1-\cos\alpha\cos\beta)$, and the average of its inverse over $\beta$ is $1/(4|\sin\alpha|)$. With $1-\cos2n\alpha=2\sin^2n\alpha$,

$$
G=\frac{kT}{\pi S}\int_0^\pi\frac{\sin^2n\alpha}{\sin\alpha}d\alpha
=\frac{2kT}{\pi S}\sum_{j=1}^n\frac1{2j-1},
$$

because $\sin^2n\alpha/\sin\alpha=\sum_{j=1}^n\sin(2j-1)\alpha$. For large $n$ the sum of odd reciprocals is $\tfrac12\ln n+\ln2+\tfrac12\gamma_E$. Since $r=\sqrt2\,na$,

$$
G\simeq\frac{kT}{\pi S}\left[\ln\frac ra+\gamma_E+\frac32\ln2\right].
$$

The constant has changed and the coefficient has not. Between 8 and 32 cells along a lattice axis, a numerical mode sum on 1024 by 1024 cells gives the predicted logarithmic slope to about 0.1%. The printed ratio, 0.9999, is closer only because the finite-size and short-distance corrections, each about 0.1%, nearly cancel.

A crystal is built of layers of height $d$, which favours whole-layer heights through an energy per area proportional to $-\cos(2\pi h/d)$. When this locking is weak, its strength can be judged with the Gaussian fluctuations. In a patch of side $L$, the octave count of the opening gives $\langle h^2\rangle=(kT/2\pi S)\ln(L/a)$ plus a constant. For a Gaussian variable $\langle\cos bh\rangle=e^{-b^2\langle h^2\rangle/2}$, so with $b=2\pi/d$

$$
\left\langle\cos\frac{2\pi h}{d}\right\rangle\propto\left(\frac La\right)^{-\Delta},\qquad
\Delta=\frac12\,\frac{4\pi^2}{d^2}\,\frac{kT}{2\pi S}=\frac{\pi kT}{Sd^2}.
$$

The locking energy of the whole patch scales as $L^{2-\Delta}$. It fades at large scales if $\Delta>2$ and grows if $\Delta<2$. In this weak-locking analysis, a rough surface that lies on average parallel to the layers and has long-wave stiffness $S$ must have $kT/(\pi S)\ge2d^2/\pi^2$. For that orientation the logarithm cannot be carried down to low temperature with a small coefficient: the surface becomes a facet first, and $G$ saturates. The bound does not apply to a surface tilted away from the layers, where the cosine averages out along the tilt. Such a surface is an array of wandering steps and stays rough at low temperature; for steps that only avoid crossing, the coefficient is $d^2/\pi^2$, half the bound.

For an example, take rough, round values in the regime of a hot, open silver face of (110) type: $T=1000$ K, $S=5$ eV/nm², $d=0.14$ nm, $a=0.35$ nm and a periodic square face of side $L=1000$ nm (called the facet in the program, although it is rough). With $kT=0.08617$ eV,

$$
\frac{kT}{\pi S}=\frac{0.08617}{\pi\times5}=0.00549\ \text{nm}^2=0.549\ \text{Å}^2 .
$$

Each decade of distance adds $0.00549\times\ln10=0.0126$ nm². With $\Lambda=10.13$ nm⁻¹, at 100 nm

$$
G=0.005486\,[\ln(506)+0.577]=0.0373\ \text{nm}^2 ,
$$

an rms height difference of 0.193 nm, or about 1.4 layers. At 10 nm it is 0.157 nm, and at 1 nm it is 0.110 nm. A hundredfold increase in distance does not even double the rms difference. At 1 nm the logarithmic formula happens to be within 0.4% of the full integral, although the omitted oscillation has an amplitude of about 1% of $G$ there. That distance is only about three cells, where the form of the cutoff matters more. Even at 100 nm the square-lattice constant would give 0.0399 nm², 7% more.

For these values $kT/(Sd^2)=0.879$ and $\Delta=2.76$, so the model surface is rough. This follows from the chosen $S$ and is not a prediction for silver: roughness at 1000 K needs $S<6.9$ eV/nm², and a stiffness as large as the surface tension of hot silver, roughly 7 eV/nm², would give $\Delta$ just below 2. Its coefficient exceeds the smallest rough value, 0.00397 nm². Relative to the tilt energy, the power law alone reduces the locking energy by a factor $(100/0.35)^{-0.762}\approx0.013$ between the cell scale and 100 nm. This is an order-of-magnitude estimate, because the constant left out of $\langle h^2\rangle$ also changes the prefactor, and because the exponent is sensitive to the inputs: $d=0.1445$ nm in place of 0.14 nm gives 0.035. Holding $S$ fixed, $\Delta=2$ would be reached at about 720 K. This estimate is low, because the locking itself raises the long-wave $S$ on cooling. In the whole-layer lattice described next, with a coupling of 5 eV/nm² independent of temperature, the effective $\Delta$ on 16 by 16 cells has already fallen to about 2 at $kT/(Sd^2)=0.72$, about 820 K.

Strong locking was examined by Metropolis sampling of a 16 by 16 periodic lattice whose heights are whole layers, at this same $kT/(Sd^2)$, with $S$ now the bare coupling between neighbours. At eight cells' separation, $G$ was $0.985\pm0.003$ of the Gaussian mode sum for that lattice. Continuous heights, for which the mode sum is exact, gave $0.993\pm0.003$ when sampled at $kT/S=1$ in lattice units, roughly two standard errors below one. The layers thus lower $G$ by about two percent at this size, a small but resolved effect. At $kT/(Sd^2)=0.4$, the growth of $G$ between two and eight cells was only 0.5% of the Gaussian growth: the cold surface is flat, and the logarithm fails.

The finite size of the face also ends the logarithm. Applying $\nabla^2$ to the mode sum gives $(2kT/S)[\delta(\mathbf r)-1/L^2]$, where the second term comes from the missing uniform mode. The infinite surface lacks that term. The difference between the two results is smooth, vanishes at $r=0$ and has square symmetry. Since $\nabla^2r^2=4$, its leading term is

$$
G_L-G_\infty\simeq-\frac{kT\,r^2}{2SL^2},
$$

which is $-0.000086$ nm² at 100 nm, or 0.2% of $G$. Along an axis of the periodic face the largest distinct separation is $L/2$, where the full correction is about 5% of $G$ in this example. Beyond it $G$ falls again, because the surface repeats.

A real (110) face has only twofold symmetry, so its principal stiffnesses $S_x$ and $S_y$ differ. Setting $x=\sqrt{S_x}\,X$ and $y=\sqrt{S_y}\,Y$ turns the energy into the isotropic form with $S=\sqrt{S_xS_y}$. The logarithm then contains $\sqrt{x^2/S_x+y^2/S_y}$ in place of $r$. The coefficient is the same in all directions, but at equal distance $G$ along $y$ exceeds $G$ along $x$ by $(kT/2\pi S)\ln(S_x/S_y)$. For a ratio of two at fixed $S$, this is 0.0019 nm², about 5% of $G$ at 100 nm.

The small-slope form is also strained at short wavelengths. Summing $q^2\langle|h_{\mathbf q}|^2\rangle$ over one mode per cell gives a mean-square slope $m=kT/(Sa^2)=0.14$. For an isotropic tension, the curvature of $\sqrt{1+s_x^2+s_y^2}$ with respect to $s_x$ is $(1+s_y^2)/(1+s_x^2+s_y^2)^{3/2}$. To first order its Gaussian average is $1+m/2-3m/2=1-m$, and the average evaluated without that expansion is lower than one by 11%. If 5 eV/nm² were the bare tension, the long-wave stiffness would be lower by roughly this amount and the coefficient about 12% higher, or nearer 14% once the larger slopes of the softened surface are allowed for. Since $S$ here is already the long-wave value, the correction must not be applied again. The estimate is a single Gaussian average, reliable only to first order in $m$, not a full renormalization.

Equilibrium also takes time. An atom of volume $\Omega=a^2d$ added to the surface changes the free energy by $\mu=-\Omega S\nabla^2h$. Surface diffusion with mass-transfer diffusivity $D_s$ carries a current $-(D_s/a^2kT)\nabla\mu$. Volume conservation then gives

$$
\frac{\partial h}{\partial t}=\frac{\Omega D_s}{a^2kT}\nabla^2\mu=-B\nabla^4h,\qquad B=\frac{D_sS\Omega^2}{a^2kT},
$$

so a wave decays at the rate $Bq^4$. A rough $D_s=10^9$ nm²/s gives $B=1.4\times10^8$ nm⁴/s. The relaxation time is 0.7 s at $q=1/(100\ \text{nm})$ and 4.6 s for the longest wave on the face. At fixed $B$, a tenfold larger length takes ten thousand times longer.

In an open vacuum chamber the assumption most clearly broken is balance with the vapour. Kinetic theory gives a flux $P/\sqrt{2\pi m_{\rm Ag}kT}$ at vapour pressure $P$, where $m_{\rm Ag}$ is the atomic mass. With a rough $P=5\times10^{-6}$ Torr, and if every arriving atom would stick, the face loses 0.66 layers per second, or about half a layer during the 0.7 s relaxation. An even loss of layers does not by itself change height differences. If atoms leave independently at a rate $j$ per area, their noise adds $j\Omega^2/(2ABq^4)$ to $\langle|h_{\mathbf q}|^2\rangle$, only about $10^{-5}$ of the equilibrium value even for the longest wave. Atoms also leave crests slightly faster than troughs, which changes the result by a similarly small amount. The equilibrium values therefore remain a good estimate in vacuum as long as evaporation is random and does not depend on the local slope. Deposition, sputtering and etching can be much faster and can depend on slope, and how far they move $G$ is not determined here. The values used and obtained are collected in the numerical output.

## Computed values

```
temperature T = 1000 K
thermal energy kT = 0.08617 eV
stiffness S = 5.0 eV/nm^2
layer height d = 0.14 nm
lateral cell side a = 0.35 nm
facet side = 1000 nm
cutoff wave number = 10.128 1/nm
coefficient kT/(pi S) = 0.005486 nm^2
same coefficient = 0.5486 angstrom^2
growth of G per decade = 0.01263 nm^2
r = 1 nm: G from log law = 0.01207 nm^2
r = 1 nm: G from integral = 0.01203 nm^2
r = 1 nm: rms difference = 0.1097 nm
r = 10 nm: G from log law = 0.02470 nm^2
r = 10 nm: G from integral = 0.02470 nm^2
r = 10 nm: rms difference = 0.1572 nm
r = 100 nm: G from log law = 0.03733 nm^2
r = 100 nm: G from integral = 0.03733 nm^2
r = 100 nm: rms difference = 0.1932 nm
kT/(S d^2) = 0.8793 (no unit)
locking exponent Delta = 2.762 (no unit)
roughening T at fixed S = 724 K
smallest rough coefficient = 0.003972 nm^2
locking factor at 100 nm = 0.0134 (no unit)
lattice slope times pi = 0.99988 (no unit)
sampled/Gaussian G, free, r=8a: 0.993 (no unit)
its standard error: 0.003 (no unit)
sampled/Gaussian G, layers, r=8a: 0.985 (no unit)
its standard error: 0.003 (no unit)
growth 2a to 8a over Gaussian, layers: 0.986 (no unit)
cold test kT/(S d^2) = 0.4 (no unit)
growth 2a to 8a over Gaussian, cold: 0.0049 (no unit)
mean-square slope = 0.1407 (no unit)
stiffness loss from steep slopes = 10.9 %
direction shift, stiffness ratio 2 = 0.00190 nm^2
finite-facet loss of G at 100 nm = 0.000086 nm^2
G at 100 nm, square-lattice cutoff = 0.03989 nm^2
mass-transfer diffusivity = 1.0e+09 nm^2/s
relaxation coefficient B = 1.393e+08 nm^4/s
relaxation time at q = 1/(100 nm) = 0.72 s
relaxation time of longest facet wave = 4.61 s
silver atomic mass = 107.87 u
rough vapour pressure = 5.0e-06 Torr
evaporation into vacuum = 0.66 layers/s
```
